\section*{Mean Scattering Cosine and Transport Length of Fast Aluminium in Argon}

\section*{Question}

An aluminium atom of mass $m=26.982\,\mathrm{u}$, sputtered from a target, moves with speed $v$ through uniform, unbounded argon of number density $n$. The argon atoms have mass $M=39.948\,\mathrm{u}$ and are taken to be at rest. Both species are smooth, elastic hard spheres, whose centres are a distance $d$ apart at contact. Write $A=M/m$. All angles are laboratory angles unless stated otherwise.

\begin{enumerate}
\item[(a)] Find the forward velocity and the speed of the aluminium atom after one collision, and the distribution of the variable on which they depend.
\item[(b)] Calculate the mean scattering cosine $\mu=\langle\cos\theta\rangle$ for $A\ge1$ and for $A<1$. Evaluate it for aluminium in argon.
\item[(c)] The transport mean free path $\lambda_{\mathrm{tr}}$ is the mean total displacement along the initial direction. Express it through $\mu$ and the collision mean free path $\lambda$, and evaluate the ratio.
\item[(d)] The atom loses energy at each collision. Why does this not spoil (c)? When would the mean retained forward velocity replace $\mu$?
\item[(e)] Evaluate both lengths for a $5\,\mathrm{eV}$ atom in argon at $0.50\,\mathrm{Pa}$ and $400\,\mathrm{K}$, with $d=0.25\,\mathrm{nm}$.
\item[(f)] Real atoms repel each other softly. Which of the results survive?
\end{enumerate}

\section*{Answer to (a): one collision}

Let $\hat{\mathbf z}$ be the initial direction and $\hat{\mathbf n}$ the unit vector from the aluminium centre to the argon centre at contact, with $c=\hat{\mathbf n}\cdot\hat{\mathbf z}$. Smooth spheres exert no tangential force, so the impulse has the form $J\hat{\mathbf n}$:
\[
\mathbf v'=v\hat{\mathbf z}-\frac{J}{m}\hat{\mathbf n},\qquad
\mathbf V'=\frac{J}{M}\hat{\mathbf n}.
\]
Energy conservation, $mv^2=m|\mathbf v'|^2+M|\mathbf V'|^2$, gives
\[
0=-2Jvc+J^2\left(\frac1m+\frac1M\right)
\quad\Rightarrow\quad
\frac Jm=\kappa vc,\qquad \kappa=\frac{2M}{m+M}=\frac{2A}{1+A},
\]
where the root $J=0$ describes a miss. With $s=c^2$,
\begin{align}
\frac{v'_z}{v}&=1-\kappa s,\\
w^2\equiv\frac{|\mathbf v'|^2}{v^2}&=1-2\kappa s+\kappa^2s=1-\gamma s,
\qquad \gamma=\kappa(2-\kappa)=\frac{4A}{(1+A)^2}.
\end{align}

The impact parameter is $b=d\sqrt{1-c^2}$, so $s=1-b^2/d^2$. In a uniform beam the probability of an impact parameter below $b$ is the area ratio $b^2/d^2$. This ratio is therefore uniform on $[0,1]$, and so is $s$.

\section*{Answer to (b): the mean cosine}

Since $\cos\theta=v'_z/|\mathbf v'|$,
\[
\mu=\int_0^1\frac{1-\kappa s}{\sqrt{1-\gamma s}}\,ds .
\]
Use $w=\sqrt{1-\gamma s}$ as the variable. Then $s=(1-w^2)/\gamma$ and $ds=-2w\,dw/\gamma$. The factor $w$ cancels the denominator, and the minus sign reverses the limits. The lower limit becomes
\[
w_0=\sqrt{1-\gamma}=\frac{|A-1|}{A+1},
\]
because $(1+A)^2-4A=(A-1)^2$. Also $\kappa/\gamma=1/(2-\kappa)=(1+A)/2$. Hence
\begin{align}
\mu&=\frac2\gamma\int_{w_0}^1\left[1-\frac{1+A}{2}(1-w^2)\right]dw\nonumber\\
&=\frac{(1+A)^2}{2A}\left[\frac{1-A}{2}(1-w_0)+\frac{1+A}{6}(1-w_0^3)\right].
\end{align}

\emph{Heavier target, $A\ge1$.} Here $w_0=(A-1)/(A+1)$, so
\[
1-w_0=\frac{2}{1+A},\qquad
1-w_0^3=\frac{(A+1)^3-(A-1)^3}{(1+A)^3}=\frac{6A^2+2}{(1+A)^3},
\]
and
\[
\mu=\frac{1-A^2}{2A}+\frac{3A^2+1}{6A}
=\frac{3-3A^2+3A^2+1}{6A}=\frac{2}{3A}.
\]

\emph{Lighter target, $A<1$.} Now $w_0=(1-A)/(1+A)$, so
\[
1-w_0=\frac{2A}{1+A},\qquad
1-w_0^3=\frac{6A+2A^3}{(1+A)^3},
\]
and
\[
\mu=\frac{1-A^2}{2}+\frac{3+A^2}{6}=1-\frac{A^2}{3}.
\]

The two forms meet at $\mu=2/3$ for equal masses. As $A\to\infty$ the target acts as a fixed sphere, which scatters isotropically, and $\mu\to0$. As $A\to0$ the projectile is hardly deflected, and $\mu\to1$.

For aluminium in argon $A=39.948/26.982=1.4805$, so
\[
\mu=\frac{2}{3\times1.4805}=0.450 .
\]
Direct quadrature of the impulse law over impact parameters gives $0.45029$, in agreement with the formula.

\section*{Answer to (c): the transport mean free path}

In a stationary gas the collision probability per unit path is $n\pi d^2$, whatever the speed. Flight lengths are therefore exponentially distributed with mean
\[
\lambda=\frac{1}{n\pi d^2}.
\]
The factor $\sqrt2$ familiar from a pure gas in equilibrium comes from the motion of the targets and is absent here. For an atom of mass $m$ in equilibrium with a gas of mass $M$ it would be $\sqrt{1+m/M}$.

Let $\hat{\mathbf e}_k$ be the direction after $k$ collisions, with $\hat{\mathbf e}_0=\hat{\mathbf z}$. The next direction is
\[
\hat{\mathbf e}_{k+1}=\cos\theta\,\hat{\mathbf e}_k+\sin\theta\,\hat{\mathbf p},
\]
where $\hat{\mathbf p}\perp\hat{\mathbf e}_k$ has a uniformly random azimuth and averages to zero. The law for $\theta$ found in (a) contains no speed, so the mean of $\hat{\mathbf e}_{k+1}$ for given $\hat{\mathbf e}_k$ is $\mu\hat{\mathbf e}_k$, whatever energy has been lost earlier. By repetition $\langle\hat{\mathbf e}_k\cdot\hat{\mathbf z}\rangle=\mu^k$. Each flight length has mean $\lambda$ and is independent of direction, so
\begin{equation}
\lambda_{\mathrm{tr}}=\lambda\sum_{k=0}^{\infty}\mu^k=\frac{\lambda}{1-\mu},
\qquad
\frac{\lambda_{\mathrm{tr}}}{\lambda}=\frac{1}{1-0.4503}=1.82 .
\end{equation}

A three-dimensional simulation with random flights and impacts on stationary targets gives $1.812\pm0.008$ (one standard error), consistent with this value.

\section*{Answer to (d): energy loss and forward velocity}

Since $\langle s\rangle=1/2$, the mean energy fraction kept per collision is $\langle w^2\rangle=1-\gamma/2=0.519$. Successive impacts are independent, so these means multiply. From $5\,\mathrm{eV}$ the mean energy falls to $2.59$, $1.35$ and $0.70\,\mathrm{eV}$ after one, two and three collisions.

Slowing down changes neither $\lambda$ nor $\mu$ while the targets can be regarded as stationary. That condition must hold for the flights that matter. The first four supply the fraction
\[
(1-\mu)(1+\mu+\mu^2+\mu^3)=1-\mu^4=0.959
\]
of the displacement. The fourth starts with a mean energy of $0.70\,\mathrm{eV}$, against a mean thermal energy of $0.052\,\mathrm{eV}$ at $400\,\mathrm{K}$. This mean hides a wide spread: one head-on impact leaves only the fraction $w_0^2=0.038$ of the energy, so some atoms are already near thermal energies by then. The simulation with moving argon in (e) therefore tests the condition directly.

The mean retained forward velocity is a different average:
\[
\frac{\langle v'_z\rangle}{v}=1-\frac\kappa2=\frac{1}{1+A}=0.403 .
\]
It would govern the sum if the mean time $\tau$ between collisions, rather than the mean distance, were independent of speed, with the same distribution of $s$. The displacement would then be
\[
v\tau\sum_{k=0}^\infty\frac{1}{(1+A)^k}=v\tau\,\frac{1+A}{A}=1.68\,v\tau .
\]
For hard spheres a slower atom takes longer over a flight of the same mean length. The loss of speed cancels, and the cosine is the correct weight.

\section*{Answer to (e): lengths in a sputtering gas}

The gas density and collision area are
\[
n=\frac{p}{k_{\mathrm B}T}=9.05\times10^{19}\,\mathrm{m^{-3}},\qquad
\pi d^2=\pi(0.25\,\mathrm{nm})^2=0.196\,\mathrm{nm^2}.
\]
Therefore
\[
\lambda=\frac{1}{(9.05\times10^{19}\,\mathrm{m^{-3}})(0.196\times10^{-18}\,\mathrm{m^2})}
=5.6\,\mathrm{cm},
\]
and
\[
\lambda_{\mathrm{tr}}=1.82\times5.63\,\mathrm{cm}=10.2\,\mathrm{cm}=0.102\,\mathrm{m}.
\]

The aluminium speed is $5980\,\mathrm{m/s}$ and the rms argon speed is $500\,\mathrm{m/s}$. A second simulation gives the argon a Maxwell distribution at $400\,\mathrm{K}$, weights collision partners by relative speed and uses the speed-dependent free path. The displacement becomes $(1.829\pm0.007)\lambda$, with $\lambda$ still the stationary-gas value. The difference from the formula is $0.6\%$ of $\lambda_{\mathrm{tr}}$, about one and a half standard errors, so no thermal shift is resolved. This holds for a $5\,\mathrm{eV}$ start. Slower atoms feel the gas motion more: it shortens the displacement by about $2\%$ for a $1\,\mathrm{eV}$ start and about $6\%$ for $0.5\,\mathrm{eV}$.

\section*{Answer to (f): soft repulsion}

For a potential $V(r)$ the useful quantity is the transport area
\[
\sigma_{\mathrm{tr}}=\int_0^\infty2\pi b\,(1-\cos\theta)\,db,
\]
which for hard spheres equals $\pi d^2(1-\mu)=0.108\,\mathrm{nm^2}$. In relative motion with initial speed $v$, angular momentum gives $\dot\varphi=vb/r^2$, and energy gives $\dot r=\pm v\sqrt{1-V/E_{\mathrm c}-b^2/r^2}$, where $E_{\mathrm c}=EA/(1+A)$ and $E$ is the laboratory energy. Dividing, and counting the inward and outward branches, gives the centre-of-mass deflection
\[
\chi=\pi-2b\int_{r_0}^\infty\frac{dr}{r^2\sqrt{1-V(r)/E_{\mathrm c}-b^2/r^2}},
\]
with $r_0$ the closest approach. The centre of mass moves at $v/(1+A)$, and relative to it the aluminium atom moves at $vA/(1+A)$. Adding these velocities yields
\[
\cos\theta=\frac{1+A\cos\chi}{\sqrt{1+A^2+2A\cos\chi}} .
\]

As a soft model take the ZBL universal potential, with $Z_1=13$, $Z_2=18$, Bohr radius $a_0$ and $x=r/a$:
\begin{align*}
V&=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\,\Phi(x),\qquad
a=\frac{0.88534\,a_0}{Z_1^{0.23}+Z_2^{0.23}},\\
\Phi&=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}\\
&\quad+0.28022e^{-0.4029x}+0.02817e^{-0.20162x}.
\end{align*}
It has no attractive well and is only a rough guide at a few eV. The open-shell aluminium atom meets argon on two curves, $\Sigma$ and $\Pi$. Near $0.2\,\mathrm{nm}$ the $\Pi$ curve lies close to ZBL, while the $\Sigma$ curve is over half as repulsive again. The areas below are therefore uncertain by some tens of per cent for the real pair, however well the integrals converge. It gives $\sigma_{\mathrm{tr}}=0.067\,\mathrm{nm^2}$ at $5\,\mathrm{eV}$ and $0.121\,\mathrm{nm^2}$ at $1\,\mathrm{eV}$. Doubling the integration meshes shifts the $5\,\mathrm{eV}$ value by a relative $2\times10^{-12}$.

This potential has no finite range, so its classical collision area depends on the smallest deflection counted as a collision. At $5\,\mathrm{eV}$:

\begin{center}
\begin{tabular}{lcccc}
counted if & area ($\mathrm{nm^2}$) & $\mu$ & $\lambda_{\mathrm{tr}}/\lambda$ & $\sigma_{\mathrm{tr}}$ ($\mathrm{nm^2}$)\\
$\chi>10^\circ$ & 0.306 & 0.78 & 4.6 & 0.0670\\
$\chi>1^\circ$ & 0.636 & 0.89 & 9.4 & 0.0673
\end{tabular}
\end{center}

Grazing encounters enlarge the collision area, but $1-\cos\theta$ is small for them, so the transport area hardly changes. The mean cosine and the ratio found in (b) and (c) thus belong to the hard-sphere model. The length $1/(n\sigma_{\mathrm{tr}})$ is nearly independent of the counting rule, provided that only small deflections are left out.

The conditions in (e) are roughly those of magnetron sputtering, where pressures are often some tenths of a pascal to a few pascals, emitted atoms carry a few eV, and the target stands several centimetres from the substrate. At the $0.50\,\mathrm{Pa}$ of (e) the transport length is comparable with such a gap, so the flux is neither ballistic nor fully diffusive. At a few pascals and the same temperature the length, which varies as $1/p$, is several times shorter, and the flux is closer to diffusive. For the chosen $d$, at $5$ and at $1\,\mathrm{eV}$, replacing the hard spheres by the soft model changes the length more than the thermal motion of the gas does. The soft and hard transport areas are equal near $1.4\,\mathrm{eV}$. At the same gas density, $1/(n\sigma_{\mathrm{tr}})$ is about $16\,\mathrm{cm}$ at $5\,\mathrm{eV}$ and $9\,\mathrm{cm}$ at $1\,\mathrm{eV}$, against the hard-sphere $10\,\mathrm{cm}$. These are lengths at fixed energy. The total displacement of an atom slowing down in the soft potential requires following its energy and has not been calculated. An absorbing substrate, chamber walls, gas-density gradients, the spread of emitted energies and electronic excitation are also left out.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Al mass 26.982 u, Ar mass 39.948 u
mass ratio A = 1.4805
mean lab cosine, formula    = 0.45029
mean lab cosine, quadrature = 0.45029
transport/collision path, formula = 1.8191
same, simulation = 1.8124 +- 0.0081
mean forward velocity kept = 0.4031
ratio if that replaced mu = 1.6754
light target A = 0.5: mean cosine = 0.91667
after 1 collisions: mu^k = 0.4503, simulated cosine = 0.4509
after 2 collisions: mu^k = 0.2028, simulated cosine = 0.2023
after 3 collisions: mu^k = 0.0913, simulated cosine = 0.0898
mean energy fraction kept per collision = 0.5188
mean energy after 1 collisions = 2.594 eV
mean energy after 2 collisions = 1.346 eV
mean energy after 3 collisions = 0.698 eV
displacement share of first 4 flights = 0.9589
Al energy = 5.0 eV, speed = 5980 m/s
Ar pressure = 0.50 Pa, temperature = 400 K
Ar rms speed = 500 m/s
Ar mean thermal energy = 0.0517 eV
contact distance d = 0.25 nm
hard-sphere collision area = 0.1963 nm^2
gas density = 9.054e+19 m^-3
collision mean free path = 5.63 cm
transport mean free path = 10.23 cm = 0.1023 m
warm gas: first-collision mean cosine = 0.4496
warm gas: displacement/lambda = 1.8293 +- 0.0067
warm gas: change from formula = 0.56 %
hard-sphere transport area = 0.1079 nm^2
ZBL transport area at 5 eV = 0.0674 nm^2
  equivalent hard-sphere d = 0.1975 nm
ZBL transport area at 1 eV = 0.1213 nm^2
  equivalent hard-sphere d = 0.2650 nm
ZBL relative shift on doubling meshes = -2.0e-12
ZBL 5 eV, CM deflection above 10 deg:
  collision area 0.3059, transport area 0.0670 nm^2
  mean lab cosine 0.7810, path ratio 4.566
ZBL 5 eV, CM deflection above 1 deg:
  collision area 0.6355, transport area 0.0673 nm^2
  mean lab cosine 0.8940, path ratio 9.436
\end{verbatim}
